# Jacob-Wick partial waves and muon pair production through one photon: test program

```python
"""Jacob-Wick helicity expansion and e- e+ -> mu- mu+ through one photon.

Result under test (hbar = c = 1, S = 1 + iT, centre-of-mass frame):
  f = (1/2p) sum_J (2J+1) T^J exp(i(lam-mu)phi) d^J_{lam,mu}(theta),
with lam, mu the initial and final helicity differences (first minus second
particle), p the initial momentum and |f|^2 the differential cross section.
The second particle carries the phase (-1)^(s2-lambda2).
One-photon muon pair production has only J = 1, and for negligible masses
sigma = 4 pi alpha^2/(3 s) = (alpha^2/9) * (12 pi/s).
12 pi/s is the spin-averaged elastic peak of one J = 1 resonance.
"""
from functools import lru_cache
from math import factorial
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.special import lpmv
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan

alpha = const.fine_structure
rng = np.random.default_rng(7)


# ---------- angular momentum tools ----------
def spin_matrices(j):
    m = j - np.arange(int(round(2 * j + 1)))
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return (raising - raising.T) / 2j, np.diag(m)


def ket(j, m):
    state = np.zeros(int(round(2 * j + 1)), complex)
    state[int(round(j - m))] = 1
    return state


def rotation(j, theta, phi):
    """Matrix of R(phi, theta, -phi) for spin j."""
    jy, jz = spin_matrices(j)
    return expm(-1j * phi * jz) @ expm(-1j * theta * jy) @ expm(1j * phi * jz)


def second_spin(s, lam, with_phase=True):
    """Rest spin of the second particle, which moves along -z."""
    state = expm(-1j * np.pi * spin_matrices(s)[0]) @ ket(s, lam)
    return state * ((-1) ** int(round(s - lam)) if with_phase else 1)


@lru_cache(None)
def cg(j1, m1, j2, m2, j, m):
    args = [Rational(int(round(2 * x)), 2) for x in (j1, j2, j, m1, m2, m)]
    return float(clebsch_gordan(*args))


def spherical_harmonic(l, m, theta, phi):
    if m < 0:
        return (-1) ** m * np.conj(spherical_harmonic(l, -m, theta, phi))
    norm = np.sqrt((2*l + 1) / (4*np.pi) * factorial(l - m) / factorial(l + m))
    return norm * lpmv(m, l, np.cos(theta)) * np.exp(1j * m * phi)


def helicity_wave(J, M, s1, l1, s2, l2, theta, phi, with_phase=True):
    """Spin wave function of |J M l1 l2> at relative direction (theta, phi)."""
    D = rotation(J, theta, phi)[int(round(J - M)), int(round(J - l1 + l2))]
    spin = np.kron(rotation(s1, theta, phi) @ ket(s1, l1),
                   rotation(s2, theta, phi) @ second_spin(s2, l2, with_phase))
    return np.sqrt((2 * J + 1) / (4 * np.pi)) * np.conj(D) * spin


def ls_wave(J, M, s1, l1, s2, l2, theta, phi):
    """The same state as an explicit sum over orbital L and total spin S."""
    lam = l1 - l2
    total = np.zeros(int(round((2 * s1 + 1) * (2 * s2 + 1))), complex)
    for S in np.arange(abs(s1 - s2), s1 + s2 + 0.1):
        for L in range(int(round(abs(J - S))), int(round(J + S)) + 1):
            weight = (np.sqrt((2 * L + 1) / (2 * J + 1))
                      * cg(L, 0, S, lam, J, lam) * cg(s1, l1, s2, -l2, S, lam))
            for m1 in np.arange(-s1, s1 + 0.1):
                for m2 in np.arange(-s2, s2 + 0.1):
                    mL = int(round(M - m1 - m2))
                    if abs(mL) > L or abs(m1 + m2) > S + 0.1:
                        continue
                    total += (weight * cg(L, mL, S, m1 + m2, J, M)
                              * cg(s1, m1, s2, m2, S, m1 + m2)
                              * spherical_harmonic(L, mL, theta, phi)
                              * np.kron(ket(s1, m1), ket(s2, m2)))
    return total


# Test: two-particle states, LS coefficients, parity rule, role of the phase
theta0, phi0 = 0.83, 0.57
wave_error = parity_error = 0.0
for J, s1, s2, M_values in ((1, .5, .5, (1, 0)), (1.5, .5, 1, (.5, -1.5))):
    no_phase_error = 0.0
    for M in M_values:
        for l1 in np.arange(-s1, s1 + 0.1):
            for l2 in np.arange(-s2, s2 + 0.1):
                a = (J, M, s1, l1, s2, l2)
                ls = ls_wave(*a, theta0, phi0)
                wave = helicity_wave(*a, theta0, phi0)
                bare = helicity_wave(*a, theta0, phi0, False)
                wave_error = max(wave_error, abs(wave - ls).max())
                no_phase_error = max(no_phase_error, abs(bare - ls).max())
                mirrored = helicity_wave(*a, np.pi - theta0, phi0 + np.pi)
                flipped = helicity_wave(J, M, s1, -l1, s2, -l2, theta0, phi0)
                sign = (-1) ** int(round(J - s1 - s2))
                parity_error = max(parity_error,
                                   abs(mirrored - sign * flipped).max())
    assert no_phase_error > 0.05
assert wave_error < 1e-11 and parity_error < 1e-11

# ---------- Dirac amplitudes built from the helicity states ----------
pauli = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.diag([1, 1, -1, -1]).astype(complex)]
gamma += [np.kron(np.array([[0, 1], [-1, 0]]), s) for s in pauli]
gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
metric = np.array([1, -1, -1, -1])
helicities = [(.5, .5), (.5, -.5), (-.5, .5), (-.5, -.5)]
differences = [int(round(a - b)) for a, b in helicities]
nodes, weights = np.polynomial.legendre.leggauss(12)
angles = np.arccos(nodes)


def dirac_u(p, m, chi):
    energy = np.sqrt(p @ p + m * m)
    lower = sum(p[i] * pauli[i] for i in range(3)) @ chi
    return np.concatenate([(energy + m) * chi, lower]) / np.sqrt(energy + m)


def pair_current(p, m, chi1, chi2, axial=False):
    """vbar Gamma^mu u for particle (p, chi1) and antiparticle (-p, chi2)."""
    u = dirac_u(p, m, chi1)
    v = 1j * gamma[2] @ np.conj(dirac_u(-p, m, chi2))
    end = gamma5 @ u if axial else u
    return np.array([np.conj(v) @ gamma[0] @ g @ end for g in gamma])


def helicity_currents(root_s, m, theta, phi, axial=False):
    R = rotation(0.5, theta, phi)
    p = np.sqrt(root_s**2 / 4 - m * m) * np.array(
        [np.sin(theta)*np.cos(phi), np.sin(theta)*np.sin(phi), np.cos(theta)])
    return np.array([pair_current(p, m, R @ ket(.5, a), R @ second_spin(.5, b),
                                  axial) for a, b in helicities])


def amplitude(root_s, m_in, m_out, theta, phi=0.0, axial=False):
    """Invariant amplitude over e^2; rows final, columns initial helicities."""
    incoming = helicity_currents(root_s, m_in, 0, 0, axial)
    outgoing = helicity_currents(root_s, m_out, theta, phi, axial)
    return np.conj(outgoing) * metric @ incoming.T / root_s**2


def d_table(J, theta):
    d = rotation(J, theta, 0).real
    return np.array([[d[J - i, J - f] if max(abs(i), abs(f)) <= J else 0.0
                      for i in differences] for f in differences])


d_nodes = {J: np.array([d_table(J, t) for t in angles]) for J in range(5)}


def momenta(root_s, m_in, m_out):
    return [np.sqrt(root_s**2 / 4 - m * m) for m in (m_in, m_out)]


def partial_wave(J, root_s, m_in, m_out, axial=False):
    p_in, p_out = momenta(root_s, m_in, m_out)
    amps = np.array([amplitude(root_s, m_in, m_out, t, 0, axial)
                     for t in angles])
    integral = np.einsum('t,tfi,tfi->fi', weights, amps, d_nodes[J])
    return alpha / 2 * np.sqrt(p_in * p_out) / root_s * integral


def closed_T1(root_s, m_in, m_out):
    p_in, p_out = momenta(root_s, m_in, m_out)
    c_in, c_out = [np.array([1 if d else np.sqrt(2) * m / root_s
                             for d in differences]) for m in (m_in, m_out)]
    return (-alpha / 3 * 2 * np.sqrt(p_in * p_out) / root_s
            * np.outer(c_out, c_in))


def sigma_quadrature(root_s, m_in, m_out):
    """Spin-averaged cross section straight from the spinor amplitudes."""
    p_in, p_out = momenta(root_s, m_in, m_out)
    summed = [np.sum(abs(amplitude(root_s, m_in, m_out, t))**2) for t in angles]
    return (2 * np.pi * alpha**2 * p_out / (4 * root_s**2 * p_in)
            * (weights @ summed) / 4)


def sigma_closed(root_s, m_in, m_out):
    s = root_s**2
    p_in, p_out = momenta(root_s, m_in, m_out)
    return (4 * np.pi * alpha**2 / (3 * s) * p_out / p_in
            * (1 + 2 * m_in**2 / s) * (1 + 2 * m_out**2 / s))


# Test: only J = 1, with masses large enough to expose any J = 0 part
toy = (1.0, 0.3, 0.4)
norms = [np.linalg.norm(partial_wave(J, *toy)) / alpha for J in range(5)]
axial_J0 = np.linalg.norm(partial_wave(0, *toy, axial=True)) / alpha
assert norms[1] > 0.1 and max(norms[:1] + norms[2:]) < 1e-12
assert axial_J0 > 0.01
assert abs(helicity_currents(1.0, 0.3, 0.8, 0.3)[:, 0]).max() < 1e-12
T_toy = partial_wave(1, *toy)
assert np.allclose(T_toy, closed_T1(*toy), atol=1e-12)
assert np.linalg.matrix_rank(T_toy, tol=1e-10) == 1
p_in, p_out = momenta(*toy)
azimuth = np.exp(1j * phi0 * np.subtract.outer(differences, differences).T)
f_series = 3 / (2 * p_in) * T_toy * azimuth * d_table(1, theta0)
f_direct = (alpha / 2 * np.sqrt(p_out / p_in) / toy[0]
            * amplitude(*toy, theta0, phi0))
assert np.allclose(f_series, f_direct, atol=1e-12)
assert np.isclose(sigma_quadrature(*toy), sigma_closed(*toy), rtol=1e-11)


# ---------- unitarity and the resonant limit ----------
def angular_sigma(T_by_J, p):
    """Cross section of each initial helicity state, by angular quadrature."""
    f = sum((2*J + 1) / (2*p) * T * d_nodes[J] for J, T in T_by_J.items())
    return 2 * np.pi * np.einsum('t,tfi->i', weights, abs(f)**2)


# Test: the optical theorem fixes the factor 1/(2p)
T_random = {}
for J in (1, 2):
    z = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
    T_random[J] = -1j * (np.linalg.qr(z)[0] - np.eye(4))
p_test = 0.7
forward = sum((2*J + 1) / (2*p_test) * np.diag(T)
              for J, T in T_random.items())
assert np.allclose(angular_sigma(T_random, p_test),
                   4 * np.pi / p_test * forward.imag, rtol=1e-10)


def resonance_sigma(g, final, detuning=0.0):
    """s * sigma for a J = 1 resonance; detuning is (E - E0)/width."""
    width = np.vdot(g, g).real
    T = -np.outer(g, g.conj()) / (width * (detuning + 0.5j))
    S = np.eye(len(g)) + 1j * T
    assert np.allclose(S.conj().T @ S, np.eye(len(g)))
    return angular_sigma({1: T[final, :4]}, 0.5).mean()


electron, muon = slice(0, 4), slice(4, 8)
g = rng.normal(size=9) + 1j * rng.normal(size=9)
B_e, B_mu = [np.sum(abs(g[c])**2) / np.sum(abs(g)**2) for c in (electron, muon)]
assert np.isclose(resonance_sigma(g, muon), 12 * np.pi * B_e * B_mu)
assert np.isclose(resonance_sigma(g, muon, 0.3),
                  12 * np.pi * B_e * B_mu * 0.25 / (0.3**2 + 0.25))
elastic_peak = resonance_sigma(np.r_[0, 1, 1, 0, np.zeros(5)], electron)
muon_peak = resonance_sigma(np.r_[0, 1, 1, 0, 0, 1, 1, 0, 0], muon)
assert np.isclose(elastic_peak, 12 * np.pi)
assert np.isclose(muon_peak, 3 * np.pi)

# ---------- transverse beams: where the second-particle phase shows ----------
spin_x = np.array([1, 1]) / np.sqrt(2)
spin_dropped = sum(second_spin(.5, b, False) for b in (.5, -.5)) / np.sqrt(2)
spin_kept = sum(second_spin(.5, b) for b in (.5, -.5)) / np.sqrt(2)
assert np.allclose(spin_kept, spin_x)
positron_sx = np.vdot(spin_dropped, pauli[0] @ spin_dropped).real
assert np.isclose(positron_sx, -1)


def transverse_ratio(theta, phi, positron_spin, m=1e-7):
    p = np.array([0, 0, np.sqrt(0.25 - m * m)])
    incoming = pair_current(p, m, spin_x, positron_spin)
    outgoing = helicity_currents(1.0, m, theta, phi)
    polarized = np.sum(abs(np.conj(outgoing) * metric @ incoming)**2)
    return polarized / (np.sum(abs(amplitude(1.0, m, m, theta, phi))**2) / 4)


modulation = np.sin(1.1)**2 * np.cos(0.8) / (1 + np.cos(1.1)**2)
assert abs(transverse_ratio(1.1, 0.4, spin_x) - 1 - modulation) < 1e-5
assert abs(transverse_ratio(1.1, 0.4, spin_dropped) - 1 + modulation) < 1e-5

# ---------- worked example ----------
m_e = const.value('electron mass energy equivalent in MeV')
m_mu = const.value('muon mass energy equivalent in MeV')
root_s = 1000.0
to_nb = (const.hbar * const.c / (const.e * 1e6))**2 / 1e-37
T1 = partial_wave(1, root_s, m_e, m_mu)
assert np.allclose(T1, closed_T1(root_s, m_e, m_mu), atol=1e-12)
sigma = sigma_quadrature(root_s, m_e, m_mu)
p_e, p_mu = momenta(root_s, m_e, m_mu)
assert np.isclose(sigma, 3*np.pi / (4*p_e**2) * np.sum(abs(T1)**2), rtol=1e-10)
sigma_massless = sigma_quadrature(root_s, 1e-5, 1e-5)
limit = elastic_peak / root_s**2
assert np.isclose(sigma_massless / limit, alpha**2 / 9, rtol=1e-9)
T1_massless = partial_wave(1, root_s, 1e-5, 1e-5)
singular = np.linalg.svd(T1_massless, compute_uv=False)[0]
assert np.isclose(singular, 2 * alpha / 3, rtol=1e-9)

print(f"helicity states against LS sums, largest error: {wave_error:.1e}")
print(f"parity rule, largest error: {parity_error:.1e}")
print("Test masses: sqrt(s) = %.1f, m_in = %.1f, m_out = %.1f" % toy)
for J, norm in enumerate(norms):
    print(f"  photon exchange, norm of T^{J} / alpha: {norm:.6f}")
print(f"  axial exchange, norm of T^0 / alpha: {axial_J0:.6f}")
print(f"s*sigma, elastic resonance peak / pi: {elastic_peak/np.pi:.6f}")
print(f"s*sigma, largest muon resonance peak / pi: {muon_peak/np.pi:.6f}")
print("Both beam spins along +x, theta = 90 deg, rate over unpolarized:")
for degrees in (0, 90):
    kept, dropped = [transverse_ratio(np.pi/2, np.radians(degrees), x)
                     for x in (spin_x, spin_dropped)]
    print(f"  phi = {degrees} deg: {kept:.4f}; phase dropped: {dropped:.4f}")
print(f"alpha: {alpha:.9f}")
print(f"electron mass: {m_e:.6f} MeV")
print(f"muon mass: {m_mu:.5f} MeV")
print(f"sqrt(s): {root_s:.1f} MeV")
print(f"muon velocity beta_mu: {2*p_mu/root_s:.6f}")
print(f"alpha/3: {alpha/3:.6e}")
print(f"T1 (+-) -> (+-): {T1[1, 1].real:.6e}")
print(f"T1 (-+) -> (+-): {T1[1, 2].real:.6e}")
print(f"T1 (+-) -> (++): {T1[0, 1].real:.6e}")
print(f"T1 (++) -> (+-): {T1[1, 0].real:.6e}")
print(f"T1 (++) -> (++): {T1[0, 0].real:.6e}")
print(f"massless singular value of T1: {singular:.6e}")
print(f"sigma with masses: {sigma*to_nb:.4f} nb")
print(f"sigma massless: {sigma_massless*to_nb:.4f} nb")
print(f"resonant limit 12 pi/s: {limit*to_nb:.6e} nb")
print(f"muon-channel bound 3 pi/s: {muon_peak/root_s**2*to_nb:.6e} nb")
print(f"massless sigma / resonant limit: {sigma_massless/limit:.6e}")
print(f"alpha^2/9: {alpha**2/9:.6e}")
print(f"massless sigma / muon-channel bound: "
      f"{sigma_massless*root_s**2/muon_peak:.6e}")
print("Ratio sigma/(3 pi/p^2) with masses, in units of alpha^2/9:")
for energy in (250.0, 1000.0, 10000.0):
    p = momenta(energy, m_e, m_mu)[0]
    ratio = sigma_quadrature(energy, m_e, m_mu) * p**2 / (3 * np.pi)
    print(f"  sqrt(s) = {energy:.0f} MeV: {ratio/(alpha**2/9):.6f}")
print("PASS")
```

It prints:

```
helicity states against LS sums, largest error: 1.4e-16
parity rule, largest error: 3.0e-16
Test masses: sqrt(s) = 1.0, m_in = 0.3, m_out = 0.4
  photon exchange, norm of T^0 / alpha: 0.000000
  photon exchange, norm of T^1 / alpha: 0.576444
  photon exchange, norm of T^2 / alpha: 0.000000
  photon exchange, norm of T^3 / alpha: 0.000000
  photon exchange, norm of T^4 / alpha: 0.000000
  axial exchange, norm of T^0 / alpha: 0.332554
s*sigma, elastic resonance peak / pi: 12.000000
s*sigma, largest muon resonance peak / pi: 3.000000
Both beam spins along +x, theta = 90 deg, rate over unpolarized:
  phi = 0 deg: 2.0000; phase dropped: 0.0000
  phi = 90 deg: 0.0000; phase dropped: 2.0000
alpha: 0.007297353
electron mass: 0.510999 MeV
muon mass: 105.65838 MeV
sqrt(s): 1000.0 MeV
muon velocity beta_mu: 0.977418
alpha/3: 2.432451e-03
T1 (+-) -> (+-): -2.404828e-03
T1 (-+) -> (+-): -2.404828e-03
T1 (+-) -> (++): -3.593379e-04
T1 (++) -> (+-): -1.737877e-06
T1 (++) -> (++): -2.596797e-07
massless singular value of T1: 4.864902e-03
sigma with masses: 86.7886 nb
sigma massless: 86.8545 nb
resonant limit 12 pi/s: 1.467926e+07 nb
muon-channel bound 3 pi/s: 3.669814e+06 nb
massless sigma / resonant limit: 5.916817e-06
alpha^2/9: 5.916817e-06
massless sigma / muon-channel bound: 2.366727e-05
Ratio sigma/(3 pi/p^2) with masses, in units of alpha^2/9:
  sqrt(s) = 250 MeV: 0.725232
  sqrt(s) = 1000 MeV: 0.999241
  sqrt(s) = 10000 MeV: 1.000000
PASS
```
